# Crossover of Selected Inversion and Dense Diagonalization in Bulk Systems

## 1. Scaling fixes the form of the crossover

Consider \(N=L^3\) atoms on a simple cubic lattice in a periodic supercell, with \(b\) orthonormal orbitals per atom. Lengths are counted in atomic layers. Two orbitals couple when their atoms are at most \(w\) layers apart along every axis. The Hamiltonian \(H\) is real symmetric, of dimension \(n=bN\).

Let \(L=xw\) with integer \(x\), and group the atoms into cubes of \(w^3\). Coupled atoms then lie in the same cube or in adjacent cubes. In this block form the problem is a nearest-neighbour problem on \(x^3\) sites, and each entry is a matrix of dimension \(bw^3\). Products and inversions of such blocks cost a number of operations proportional to \((bw^3)^3\). How many are needed depends on \(x\) alone, so an elimination organized by blocks costs

\[
F=(bw^3)^3\,\Phi(x),\qquad x=L/w .
\]

If \(\Phi\to\kappa x^6\) for large \(x\), then

\[
F\to\kappa\, b^3w^9\frac{L^6}{w^6}=\kappa\,(wb)^3N^2 .
\]

Dense diagonalization costs \(c_d n^3=c_d\,(bw^3)^3x^9\). With \(P\) complex inversions, each four times as expensive as a real one, the cost ratio is

\[
\frac{4PF}{c_d n^3}=\frac{4P}{c_d}\,\frac{\Phi(x)}{x^9}. \tag{1}
\]

Both \(b\) and \(w\) have dropped out. The crossover lies at a fixed \(x_*\), hence at \(N_*=x_*^3w^3\): a longer range moves it as \(w^3\), while more orbitals per atom raise both costs equally. Since \(x_*\) is a finite number, it must also be asked whether the \(N^2\) law already holds there. This calls for \(\kappa\) and its first correction in \(1/x\).

## 2. The cost of one front

Selected inversion computes the elements of \(G=(z-H)^{-1}\) on the coupled pairs, without forming all of \(G\). Eliminate one orbital from a symmetric matrix:

\[
\begin{pmatrix}\alpha & c^T\\ c & B\end{pmatrix},\qquad
\ell=\frac{c}{\alpha},\qquad S=B-\ell c^T .
\]

Block inversion gives \(S^{-1}\) for the remaining orbitals, and for the eliminated one

\[
g=-S^{-1}\ell,\qquad G_{jj}=\frac1\alpha-\ell^Tg .
\]

If \(c\) has \(m\) nonzero entries, only those rows and columns of \(S^{-1}\) are needed to obtain \(g\) on the same rows. These pairs were coupled by the elimination itself, so they belong to the stored pattern.

Count each real addition or multiplication as one operation. The symmetric update changes \(m(m+1)/2\) entries at two operations each, about \(m^2\). The product \(S^{-1}\ell\) takes about \(2m^2\). The total is \(3m^2\) per orbital.

A *front* is a group of \(s\) orbitals eliminated together, all coupled to one another and to \(u\) later orbitals. Then \(m\) runs from \(u+s-1\) down to \(u\). Because \((m+1)^3-m^3=3m^2+3m+1\), the sum telescopes at leading order:

\[
\sum_{m=u}^{u+s-1}3m^2\simeq (s+u)^3-u^3. \tag{2}
\]

For \(u=0\) this is \(s^3\), the cost of inverting a dense symmetric matrix.

No pivoting is required when \(z\) is off the real axis. Every leading submatrix of \(z-H\) has the form \(z-H_{11}\) with \(H_{11}\) real symmetric, so it is invertible and no pivot vanishes.

## 3. Separators and their boundaries

Nested dissection cuts the system by slabs and eliminates the slabs last. To decouple its two sides, a slab must be \(w\) layers thick. A full slab therefore holds \(wbL^2\) orbitals.

Two orbitals become coupled when a path through eliminated orbitals connects them. Each atom of a slab is within \(w\) layers of the boxes on both sides, and each of those boxes is internally connected. A boundary atom level with the slab is also within \(w\) layers of them along the cut axis. After the boxes are eliminated, the slab is thus fully coupled to itself and to all atoms within \(w\) layers of the box it divides. For a box with sides \(a_i\),

\[
u=b\Big[\prod_i\min(a_i+2w,L)-\prod_i a_i\Big]. \tag{3}
\]

The minimum prevents an atom from being counted twice around the periodic ring.

The smallest boxes are eliminated whole, which slightly overcounts the couplings of any such box with more than one atom. An elimination that finds its own pattern and counts its own operations gave 1.0025 and 1.0026 times the prediction in two cases with \(w=1\), and 0.974 times for \(L=8\), \(w=2\).

## 4. The asymptotic constant and its first correction

Set \(w=b=1\); section 1 restores them. Take \(x\) to be a power of two. Three slabs, one per axis, open the ring and leave a cube of side \(x-1\). Cutting a length \(x-1\) by one layer gives two pieces of length \((x-2)/2=x/2-1\). By repetition, after \(k\) divisions along each axis there are \(8^k\) cubes of side \(X-1\), with \(X=x/2^k\).

For each front write \(s+u=\alpha x^2-\beta x+\dots\) and \(u=\gamma x^2-\delta x+\dots\). Expanding the cubes in (2) gives

\[
(s+u)^3-u^3=(\alpha^3-\gamma^3)x^6-3(\alpha^2\beta-\gamma^2\delta)x^5+O(x^4). \tag{4}
\]

**Opening slabs.** The boundary of each slab consists of the slabs eliminated after it, so the three costs telescope to the cube of their total size:

\[
\big[x^3-(x-1)^3\big]^3=(3x^2-3x+1)^3=27x^6-81x^5+\dots
\]

**First division.** One slab halves the cube, two slabs halve the halves, and four slabs finish the division into eight. Along an uncut axis the side \(x-1\) extends to \(x\), by the minimum in (3). Along a cut axis \(x/2-1\) extends to \(x/2+1\). The boundaries are

\[
\begin{aligned}
u_1&=x^3-(x-1)^3=3x^2-3x+1,\\
u_2&=\left(\tfrac x2+1\right)x^2-\left(\tfrac x2-1\right)(x-1)^2=3x^2-\tfrac52x+1,\\
u_3&=\left(\tfrac x2+1\right)^2x-\left(\tfrac x2-1\right)^2(x-1)=\tfrac94x^2-x+1 .
\end{aligned}
\]

The slabs themselves have sizes

\[
\begin{aligned}
s_1&=(x-1)^2=x^2-2x+1,\\
s_2&=\left(\tfrac x2-1\right)(x-1)=\tfrac12x^2-\tfrac32x+1,\\
s_3&=\left(\tfrac x2-1\right)^2=\tfrac14x^2-x+1 .
\end{aligned}
\]

Adding \(s_i\) to \(u_i\) and using (4):

| fronts | \(s+u\) | \(u\) | \(x^6\) each | \(-x^5\) each |
|---|---|---|---|---|
| 1 | \(4x^2-5x\) | \(3x^2-3x\) | 37 | 159 |
| 2 | \(\frac72x^2-4x\) | \(3x^2-\frac52x\) | 127/8 | 159/2 |
| 4 | \(\frac52x^2-2x\) | \(\frac94x^2-x\) | 271/64 | 357/16 |

With the multiplicities, the sums are

\[
37+\tfrac{127}{4}+\tfrac{271}{16}=\tfrac{1371}{16},\qquad
159+159+\tfrac{357}{4}=\tfrac{1629}{4}.
\]

**Later divisions.** All six faces now border distinct slabs. A box with sides \(p-1,q-1,r-1\) extends to \(p+1,q+1,r+1\), so

\[
u=(p+1)(q+1)(r+1)-(p-1)(q-1)(r-1)=2(pq+qr+rp)+2 ,
\]

which has no linear term. The slab sizes are \(s_1,s_2,s_3\) with \(x\) replaced by \(X\):

| fronts | \(s+u\) | \(u\) | \(X^6\) each | \(-X^5\) each |
|---|---|---|---|---|
| 1 | \(7X^2-2X\) | \(6X^2\) | 127 | 294 |
| 2 | \(\frac92X^2-\frac32X\) | \(4X^2\) | 217/8 | 729/8 |
| 4 | \(\frac{11}4X^2-X\) | \(\frac52X^2\) | 331/64 | 363/16 |

One cube therefore costs \(\frac{3231}{16}X^6-567X^5+\dots\). Summing over \(8^k\) cubes with \(X=x/2^k\), \(k\ge1\):

\[
\begin{aligned}
\tfrac{3231}{16}\,x^6\sum_{k\ge1}\frac{8^k}{64^k}&=\tfrac{3231}{16}\cdot\tfrac17\,x^6=\tfrac{3231}{112}\,x^6,\\
567\,x^5\sum_{k\ge1}\frac{8^k}{32^k}&=567\cdot\tfrac13\,x^5=189\,x^5 .
\end{aligned}
\]

Ending the sums at the smallest boxes, where \(2^k\sim x\), changes \(\Phi/x^6\) only at relative order \(x^{-3}\ln x\); the logarithm comes from the \(X^3\) terms, which contribute equally at every level. The next term in (4) is summed with ratio \(8/16=1/2\) and also converges. Hence

\[
\Phi(x)=x^6\left[\kappa-\frac{\kappa_1}{x}+O(x^{-2})\right], \tag{5}
\]

\[
\kappa=27+\tfrac{1371}{16}+\tfrac{3231}{112}=\tfrac{3963}{28}\approx141.5,\qquad
\kappa_1=81+\tfrac{1629}{4}+189=\tfrac{2709}{4}\approx677 .
\]

When a length cannot be halved evenly, one piece gains what the other loses. If the axes are always cut in the same order, the linear changes in cost cancel between the two, and (5) is unchanged at this order. The full recursive count cuts the longest side first. A lengthened side is then cut earlier and a shortened one later, so the two changes do not cancel exactly. When large boxes already divide unevenly, as for odd \(x\), the \(1/x\) term of (5) is therefore only approximate for that count.

The correction is negative because slabs occupy space: the boxes left between them are smaller than \(x/2^k\), and so are the next slabs. It is also large, since \(\kappa_1/\kappa\approx4.8\). At \(x=256\), equation (5) gives \(141.54-2.65=138.89\), against 138.91 from the full recursive count. At \(x=64\) it gives 130.95 against 131.32. The difference of 0.37, multiplied by \(64^2\), puts the coefficient of the next term near \(+1.5\times10^3\). Carrying (4) to order \(x^4\) with the same front sizes, and summing as before, gives \(\kappa_2=108+\frac{3147}4+\frac{1395}2\approx1592\). At \(x=8\) the count is 76.3, little more than half of \(\kappa\).

## 5. The dense side

A full dense diagonalization has three cubic parts.

- **Reduction to tridiagonal form.** A reflector of length \(m\) needs a matrix-vector product, \(2m^2\), and a symmetric rank-two update, \(2m^2\). The sum of \(4m^2\) over \(m\) gives \(\frac43n^3\).
- **Divide and conquer.** The last merge multiplies two blocks of dimension \(n/2\) into \(n/2\times n\) matrices, at \(2(n/2)^2n=n^3/2\) each, together \(n^3\). The level below has two problems of half the size, costing \(2/8=1/4\) as much. The series gives \(\frac43n^3\).
- **Back-transformation.** Applying a reflector of length \(m\) to \(n\) vectors takes \(4mn\), in total \(2n^3\).

Thus \(c_d=\frac43+\frac43+2=\frac{14}3\). The required density-matrix elements, of which there are \(O(n)\) at fixed \(w\) and \(b\), add \(O(n^2)\). Computing only the occupied vectors, or skipping merge work that turns out to be trivial, lowers \(c_d\) and moves the crossover to larger \(N\).

## 6. How many inversions

Let the occupied band have centre \(c\) and half-width \(a\), with a gap \(g\) above it. Place \(2P\) points \(z_k=c+R\zeta_k\) on a circle, with \(\zeta_k=e^{i\pi(k-1/2)/P}\), so that \(\zeta_k^{2P}=-1\). Define \(y=(E-c)/R\) and

\[
f(E)=\frac1{2P}\sum_{k=1}^{2P}\frac{z_k-c}{z_k-E}
=\frac1{2P}\sum_k\frac1{1-y/\zeta_k}.
\]

For \(|y|<1\) expand in powers of \(y\). The average of \(\zeta_k^{-j}\) vanishes unless \(j=2Pl\), where it equals \((-1)^l\). Therefore

\[
f(E)=\sum_{l\ge0}(-1)^ly^{2Pl}=\frac1{1+y^{2P}} .
\]

Both sides are rational functions, so the identity holds for every \(y\) away from the poles.

Choose \(R^2=a(a+g)\). At the occupied edges \(y^2=a/(a+g)\), and at the lowest empty level \(y^2=(a+g)/a\). In both places the deviation from 1 or 0 is less than

\[
\left(1+\frac ga\right)^{-P},\qquad\text{so}\qquad
P\ge\frac{\ln(1/\epsilon)}{\ln(1+g/a)} \tag{6}
\]

suffices for a filter error \(\epsilon\). For real \(H\) the lower half-circle supplies complex conjugates, and \(P\) inversions are enough:

\[
\rho=\frac1P\,\mathrm{Re}\sum_{k=1}^{P}(z_k-c)\,G(z_k).
\]

A complex multiplication and addition take eight real operations instead of two, which is the factor 4 in (1).

For a small gap, (6) becomes \(P\approx(a/g)\ln(1/\epsilon)\). The leading crossover then grows as \(1/g\) with this contour, and for a metal at zero temperature the construction fails.

## 7. The crossover with its first correction

Setting (1) to one and inserting (5) gives

\[
x^3=\frac{4P}{c_d}\left(\kappa-\frac{\kappa_1}{x}+\dots\right). \tag{7}
\]

At leading order, with \(4/c_d=6/7\),

\[
x_0^3=\tfrac67P\kappa,\qquad N_0=\tfrac67P\kappa\,w^3 .
\]

Now put \(x=x_0+\Delta\). The left side of (7) changes by \(3x_0^2\Delta\), and the right side by \(-(4P/c_d)\kappa_1/x_0=-x_0^2\kappa_1/\kappa\). Equating them,

\[
\Delta=-\frac{\kappa_1}{3\kappa}=-\frac{677.25}{3\times141.54}\approx-1.6,
\qquad
\frac{L_*}{w}=\left(\tfrac67P\kappa\right)^{1/3}-1.6+O(1/x_0). \tag{8}
\]

The shift is a constant: it depends on neither \(P\), \(w\) nor \(b\).

In the opposite limit, \(L\le2w+1\), every pair of atoms is coupled. Then \(F=n^3\), and selected inversion costs \(4P/c_d=6P/7\) times as much as diagonalization. Sparsity must first recover this factor.

## 8. A model insulator

Take site energies \(\pm0.1\) hartree, alternating between neighbours, and nearest-neighbour hopping \(t=0.08165\) hartree. The alternation mixes band energies \(\varepsilon\) and \(-\varepsilon\), where \(|\varepsilon|\le6t\), so the levels are \(\pm\sqrt{0.1^2+\varepsilon^2}\). The lower band runs from \(-0.5\) to \(-0.1\) hartree and is filled. Thus \(a=0.2\) and \(g=0.2\) hartree (about 5.4 eV), and for \(\epsilon=10^{-6}\)

\[
P\ge\frac{\ln10^6}{\ln2}=\frac{13.816}{0.693}=19.9,\qquad P=20 .
\]

On a 64-atom cell, the pole sum evaluated by selected inversion reproduced the coupled elements of the density matrix from diagonalization to \(3.2\times10^{-7}\) in absolute value.

The leading law gives \(x_0^3=\frac67\times20\times141.54=2426\), so \(x_0=13.44\). Equation (8) lowers this to \(L_*/w\approx11.8\). The full count can be evaluated at whole numbers of layers only. For \(w=4\), where the steps in \(L/w\) are finest, it compares with (8) as follows:

| \(P\) | \(x_0\) | \(x_0-1.6\) | full count |
|---|---|---|---|
| 10 | 10.67 | 9.07 | 9.00 |
| 20 | 13.44 | 11.84 | 11.75 |
| 40 | 16.93 | 15.33 | 15.25 |
| 80 | 21.33 | 19.73 | 19.75 |

The last two columns differ by less than 0.1. The count is rounded up to a whole layer, however, so the crossover itself can lie up to 0.25 below the listed value. Equation (8) therefore agrees with the count to better than 0.4 in \(L/w\), and in the first three rows it lies slightly too high. At \(P=20\) the crossover in atoms is \(N_*\approx1.6\times10^3\,w^3\), about one third below the leading estimate. For \(w=1,2,3\) the first favourable sizes are \(L=12,24,36\), all at \(L/w=12\), as expected from scaling and rounding to whole layers.

The counts assume that all atoms within \(w\) layers along every axis are coupled, which for \(w=1\) means 26 neighbours. They stand for Hamiltonians of that range with the same \(a\) and \(g\). The model itself couples only six neighbours, so the same elimination order costs no more, and its own crossover lies at no larger a size. With \(w=2\) and \(b=4\), the crossover is at \(N=24^3=13\,824\) atoms and \(n=55\,296\). Dense diagonalization takes

\[
\tfrac{14}{3}\times55\,296^3=7.89\times10^{14}
\]

operations, and selected inversion \(7.38\times10^{14}\). The leading law alone would have given

\[
4\times20\times8^3\times141.54\times13\,824^2\approx1.11\times10^{15}
\]

and favoured the dense method at this size.

The \(N^2\) law is thus not yet reached at the crossover. Between \(L/w=8\) and 16 the full count grows on average as \(N^{2.15}\). Expanding the logarithm of (5) shows the origin of the excess: since \(\ln N=3\ln x+\text{const}\), the local power is \(2+\kappa_1/(3\kappa x)\) to first order, or 2.14 at \(x=11.3\), the geometric mean of the two sizes. The first order is this close because the next one nearly cancels. With the next coefficient \(\kappa_2\approx1592\) from section 4, it adds \([(\kappa_1/\kappa)^2-2\kappa_2/\kappa]/(3x^2)\) to the power, and the two terms in the bracket are about 22.9 and 22.5.

These are operation counts for one elimination order and for the circular contour of section 6. They are not a lower bound over all orders or all placements of the poles, and they are not running times. A filter that reaches the same \(\epsilon\) with fewer inversions lowers \(P\) in (8), and the crossover with it. If the sparse steps run at \(r\) times the operation rate of the dense solver, \(P\) is replaced by \(P/r\) in (8). A sparse code at half the dense rate thus moves from the row \(P=20\) of the table to the row \(P=40\), and needs \((15.25/11.75)^3\approx2.2\) times as many atoms to break even. The leading law \(N_0\propto P/r\) alone would give a factor of 2. The numerical output follows below.

## Computed values

```
Selected inversion, counted / predicted operations:
 L=8 w=1 b=1: 2.0055e+07 / 2.0006e+07 = 1.0025
 L=4 w=1 b=4: 1.0087e+07 / 1.0061e+07 = 1.0026
 L=8 w=2 b=1: 7.8376e+07 / 8.0485e+07 = 0.9738
kappa parts: 27, 1371/16, 3231/112
kappa = 3963/28 = 141.536
Finite-size count / (w^3 N^2), b=1:
 L/w=8: 76.32
 L/w=16: 104.58
 L/w=32: 121.80
 L/w=64: 131.32
 L/w=256: 138.91
 L/w=16384: 141.49
Effective power of N from L/w=8 to 16: 2.152
Dense counts / n^3 at n=128: reduction 1.318, merging 1.333, back 1.984
Dense total / n^3: counted 4.635, limit 4.667
Site energies +-0.1 hartree, hopping 0.08165 hartree
Occupied half-width a=0.2000, gap g=0.2000 hartree
Circle centre -0.3000, radius 0.2828 hartree
Target error 1e-06; shifts P=20
Filter error 9.537e-07, estimate 9.537e-07
Largest density-matrix element error 3.16e-07
Leading crossover: N/w^3=2426.3, L/w=13.44
Finite-size crossover at this P (any b):
 w=1: L=12, N=1728 atoms, L/w=12.00, N/w^3=1728, leading N=2426, cost ratio 0.943
 w=2: L=24, N=13824 atoms, L/w=12.00, N/w^3=1728, leading N=19411, cost ratio 0.936
 w=3: L=36, N=46656 atoms, L/w=12.00, N/w^3=1728, leading N=65511, cost ratio 0.936
 w=4: L=47, N=103823 atoms, L/w=11.75, N/w^3=1622, leading N=155285, cost ratio 0.986
Dependence on the number of shifts, w=4:
 P=10: L/w=9.00, N/w^3=729, leading 1213
 P=20: L/w=11.75, N/w^3=1622, leading 2426
 P=40: L/w=15.25, N/w^3=3547, leading 4853
 P=80: L/w=19.75, N/w^3=7704, leading 9705
Example w=2, b=4: N=13824 atoms, dimension 55296
 selected inversion 7.382e+14 operations
 dense diagonalization 7.890e+14 operations
```
